# Trap Density from the Phase Lag of Modulated Photocurrent

## Trap density from modulated photocurrent

A photocurrent excited by modulated light lags behind the light, in a trap-rich film mainly because traps store and release part of the charge. It is tempting to read the trap density from the lag alone. In the numerical example below, a tenfold larger recombination coefficient, with the traps and the steady free density held fixed, changes the lag at 1 kHz from 36.0° to 27.7°. The traps are the same, yet the phase suggests otherwise. The amplitude alone has the same defect, since recombination also limits the current. A combination of the two removes the recombination rate to leading order, and it measures the traps at an energy set by the modulation frequency.

### Rate equations and conventions

Consider a uniform film in which electrons carry the current. In the algebra the elementary charge is 1 and $kT$ is an energy. Let $E>0$ be the depth of a trap below the conduction-band edge, $g(E)$ the trap density per volume and energy, and $f(E,t)$ the occupied fraction. Traps capture free electrons, of density $n$, with coefficient $c$ and emit them at rate $e(E)$:

$$\frac{\partial f}{\partial t}=cn(1-f)-ef. \tag{1}$$

Detailed balance fixes $e$. In equilibrium, with the Fermi level at depth $E_F$, a nondegenerate band holds $n=N_c e^{-E_F/kT}$, and $(1-f)/f=e^{(E_F-E)/kT}$ for a trap level without extra degeneracy. Setting (1) to zero gives

$$e(E)=cn\,\frac{1-f}{f}=\nu e^{-E/kT},\qquad \nu=cN_c. \tag{2}$$

Free electrons are generated at rate $G$, recombine with a constant lifetime $\tau$, and are exchanged with the traps:

$$\frac{dn}{dt}=G-\frac n\tau-\int g\,\frac{\partial f}{\partial t}\,dE. \tag{3}$$

The constant lifetime is an assumption, relaxed below. In the steady state (1) gives

$$1-f_0=\frac{e}{e+cn_0}. \tag{4}$$

Now let $G=G_0+G_1\cos\omega t$ with real $G_1$, small enough for a linear response. Write $n=n_0+\mathrm{Re}(n_1e^{i\omega t})$ and likewise for $f$. A current that lags by $\phi$ has $n_1=|n_1|e^{-i\phi}$. At constant field $F$, mobility $\mu$ and cross-section $A$, the current amplitude is $|I_1|=\mu FA|n_1|$.

### Eliminating the traps

The terms of (1) linear in the modulation are

$$i\omega f_1=cn_1(1-f_0)-(cn_0+e)f_1
\;\Rightarrow\;
f_1=\frac{cn_1(1-f_0)}{i\omega+e+cn_0}. \tag{5}$$

The linear part of (3) is $i\omega n_1=G_1-n_1/\tau-\int g\,i\omega f_1\,dE$. Inserting (5) and dividing by $n_1$,

$$\frac{G_1}{n_1}=\frac1\tau+i\omega+K,\qquad
K=c\int g(1-f_0)\frac{i\omega}{i\omega+a}\,dE, \tag{6}$$

with $a=e+cn_0$. To separate $K=K'+iK''$, multiply numerator and denominator by $a-i\omega$:

$$\frac{i\omega}{i\omega+a}=\frac{\omega^2+i\omega a}{\omega^2+a^2}. \tag{7}$$

Since $1-f_0=e/a$, the factor $a$ cancels in the imaginary part:

$$K''=c\int g\,\frac{\omega e}{\omega^2+(e+cn_0)^2}\,dE. \tag{8}$$

The left side of (6) is $(G_1/|n_1|)e^{i\phi}$, whose imaginary part is

$$\frac{G_1\sin\phi}{|n_1|}=\omega+K''. \tag{9}$$

The lifetime has gone because $1/\tau$ is real: recombination removes electrons in phase with $n_1$. The sine selects the part of the response a quarter period away, which comes from charge being stored and released.

### The energy window

Suppose that $cn_0\ll\omega\ll\nu$. Then $cn_0$ can be dropped in (8): for $e\lesssim\omega$ it is small beside $\omega$, and for $e>\omega$ it is small beside $e$. Define $E_\omega$ by $e(E_\omega)=\omega$:

$$E_\omega=kT\ln\frac{\nu}{\omega}. \tag{10}$$

With $x=(E-E_\omega)/kT$ we have $e=\omega e^{-x}$, so that

$$\frac{\omega e}{\omega^2+e^2}=\frac{1}{\omega/e+e/\omega}=\frac{1}{2\cosh x}. \tag{11}$$

This window peaks at $E_\omega$. Much shallower traps stay in step with the free density, while much deeper ones capture but do not release within a period; neither contributes much to the imaginary part. Half height is at $\cosh x=2$, so the full width is $2\,\mathrm{arcosh}(2)\,kT$, or 68 meV at 300 K. For the area, put $u=e/\omega$, so that $dE=-kT\,du/u$:

$$\int_0^\infty\frac{\omega e}{\omega^2+e^2}\,dE
=kT\int_0^{\nu/\omega}\frac{du}{1+u^2}\approx\frac{\pi kT}{2}. \tag{12}$$

If $g$ varies little across the window, it may be taken out of (8) at $E_\omega$. Then $K''\approx\pi kTc\,g(E_\omega)/2$, and (9) with $|n_1|=|I_1|/\mu FA$ gives

$$g(E_\omega)\approx\frac{2}{\pi kTc}\left[\frac{\mu FA\,G_1\sin\phi}{|I_1|}-\omega\right]. \tag{13}$$

The response is trap-dominated when $\omega\ll\pi kTc\,g(E_\omega)/2$. Then

$$g(E_\omega)\approx\frac{2\mu FA}{\pi kTc}\,\frac{G_1\sin\phi}{|I_1|}, \tag{14}$$

so the trap density is proportional to $G_1\sin\phi/|I_1|$ at fixed temperature, field, $\mu$ and $c$.

The condition matters. In the example below, at 100 kHz, the term $\omega$ is 0.8% of the left side of (9). With a thousand times fewer traps and unchanged $n_0$ and $c$, a numerical solution gives readings from which (14) returns 9.7 times the true density. Equation (13) returns 1.09 times the true density, the excess being the smearing treated next.

### Steep tails and bias carriers

For a tail $g\propto e^{-E/E_0}$, set $s=kT/E_0$, so that $g=g(E_\omega)u^s$. With $v=u^2$ and the standard integral $\int_0^\infty v^{p-1}/(1+v)\,dv=\pi/\sin\pi p$, valid for $0<p<1$,

$$\int_0^\infty\frac{u^s\,du}{1+u^2}
=\frac12\int_0^\infty\frac{v^{(s-1)/2}}{1+v}\,dv
=\frac{\pi}{2\cos(\pi s/2)},\quad s<1. \tag{15}$$

Compared with $\pi/2$, the inferred density is too large by $\sec(\pi kT/2E_0)$. As long as $E_0$ is well enough above $kT$ for the band edge not to cut off the integral, the factor doesn't depend on $\omega$, and the slope of the tail is still correct.

For $s$ clearly above 1 the integral is dominated by its upper limit $u=\nu/\omega$, the band edge, and equals about $(\nu/\omega)^{s-1}/(s-1)$. Since $g(E_\omega)=g(0)(\omega/\nu)^s$, the inferred density is proportional to $\omega/\nu=e^{-E_\omega/kT}$. It shows a tail of width $kT$ whatever the true $E_0$, so the method then fails as spectroscopy.

The steady carriers set the other limit. For constant $g$, keep $cn_0$ in (8) and integrate over $a=e+cn_0$, with $dE=-kT\,da/e$ and the upper limit extended to infinity:

$$\int\frac{\omega e\,dE}{\omega^2+a^2}
=kT\int_{cn_0}^\infty\frac{\omega\,da}{\omega^2+a^2}
=kT\arctan\frac{\omega}{cn_0}. \tag{16}$$

The inferred density is therefore multiplied by $(2/\pi)\arctan(\omega/cn_0)$, which is close to 1 only if $\omega\gg cn_0$.

In the opposite limit, $\omega\ll cn_0$, the kernel in (8) becomes $\omega e/(e+cn_0)^2$. Because $f_0(1-f_0)=cn_0e/(e+cn_0)^2$,

$$K''\approx\frac{\omega}{n_0}\int g f_0(1-f_0)\,dE. \tag{17}$$

The window now sits at the trap quasi-Fermi level, where $e=cn_0$, and no longer moves with frequency. The coefficient $c$ has also dropped out of the prefactor. Equation (14) doesn't apply there.

### Recombination with stored holes

A constant lifetime ignores the modulation of the hole density. Suppose instead that free electrons recombine at rate $\beta np$ with immobile holes, and that all electrons are photogenerated. Neutrality gives $p=n+\int gf\,dE$, and $dp/dt=G-\beta np$. Its linear part is

$$(i\omega+\beta n_0)p_1=G_1-\beta p_0n_1. \tag{18}$$

From (5) and (6), $\int g\,i\omega f_1\,dE=Kn_1$, so $p_1=n_1(1+K/i\omega)$. Substitution in (18) gives

$$\frac{G_1}{n_1}=\beta p_0+(i\omega+\beta n_0)\left(1+\frac{K}{i\omega}\right). \tag{19}$$

Here $\beta p_0$ plays the part of $1/\tau$ and is again real. Since $K/i\omega=(K''-iK')/\omega$, the imaginary part is

$$\frac{G_1\sin\phi}{|n_1|}=\omega+K''-\frac{\beta n_0}{\omega}K'. \tag{20}$$

Thus recombination cancels up to a relative error $-(\beta n_0/\omega)K'/K''$, which must also be small. This assumes that holes recombine only with free electrons. If they also take trapped electrons, at rate $\beta_t p$ per trapped electron, then $\beta_t p_0$ adds to $e+cn_0$ in the trap response, and the modulated hole density acts on the traps as well. Then $\beta_t p_0$ must likewise be small beside $\omega$. In the example below, where $p_0=1.26\times10^{15}$ cm⁻³, this means $\beta_t\ll5\times10^{-12}$ cm³/s at 1 kHz.

### A worked spectrum

Take a 50 nm film at 300 K, $kT=0.02585$ eV, with $g=2\times10^{18}\,e^{-E/E_0}$ cm⁻³ eV⁻¹ and $E_0=0.10$ eV. Let $\mu=10$ cm²/Vs, $c=2\times10^{-8}$ cm³/s and $N_c=5\times10^{18}$ cm⁻³, so $\nu=10^{11}$ s⁻¹. The steady free density is $n_0=10^{10}$ cm⁻³, giving $cn_0=200$ s⁻¹, and $\beta=10^{-9}$ cm³/s. Interdigitated electrodes with a total length of 100 cm and a 50 µm gap carry 2.5 V, so $F=500$ V/cm and $A=5\times10^{-4}$ cm². The generation amplitude is $G_1=5\times10^{14}$ cm⁻³ s⁻¹.

The nonlinear rate equations, with stored holes, were integrated in time, and the amplitude and phase of the current were extracted. Equation (14) then gives the densities below, in cm⁻³ eV⁻¹.

| Frequency | $E_\omega$ (eV) | $\lvert I_1\rvert$ (pA) | $\phi$ | $g$ inferred | $g$ put in |
|---|---|---|---|---|---|
| 100 Hz | 0.488 | 14.33 | 51.3° | 1.34×10¹⁶ | 1.52×10¹⁶ |
| 1 kHz | 0.429 | 4.94 | 36.0° | 2.93×10¹⁶ | 2.75×10¹⁶ |
| 10 kHz | 0.369 | 2.22 | 29.3° | 5.42×10¹⁶ | 4.99×10¹⁶ |
| 100 kHz | 0.310 | 1.11 | 26.4° | 9.92×10¹⁶ | 9.04×10¹⁶ |

At 1 kHz, $\omega=6283$ s⁻¹ and $E_\omega=0.02585\ln(10^{11}/6283)=0.429$ eV. For numbers in practical units the elementary charge returns as a factor in the current: $q\mu FA=4.005\times10^{-19}$ A cm³. Hence $|n_1|=4.942\times10^{-12}/4.005\times10^{-19}=1.234\times10^7$ cm⁻³, about 0.1% of $n_0$, and

$$\frac{G_1\sin\phi}{|n_1|}
=\frac{5\times10^{14}\times0.5874}{1.234\times10^7}
=2.38\times10^7\ \mathrm{s^{-1}}. \tag{21}$$

The prefactor is $2/(\pi\times0.02585\times2\times10^{-8})=1.231\times10^9$ cm⁻³ eV⁻¹ s. The product is $g=2.93\times10^{16}$ cm⁻³ eV⁻¹, or $2.93\times10^{-8}$ eV⁻¹ Å⁻³. Halving both the time step and the trap-level spacing changes it by less than 0.01%.

The inferred value is 6.6% above the density put in. Smearing by (15) accounts for a factor 1.089. Bias carriers act the other way: for a flat density (16) gives 0.980, an estimate of their effect in this tail. Hole storage takes off 0.2%. At 100 Hz, $\omega$ is only about three times $cn_0$, the flat-density factor is 0.80, and the inferred density falls 11% below the true one. From 10 to 100 kHz the slope gives $E_0=0.0595/\ln(9.917/5.423)=0.099$ eV, close to the 0.10 eV put in.

The phase is much less robust. Without bias carriers or recombination, the real part of (7) replaces $u^s$ in (15) by $u^{s-1}$, so $K'$ contains $\pi/[2\sin(\pi s/2)]$. Then $\tan\phi=K''/K'=\tan(\pi s/2)$ for $\omega\ll K''$, and $\phi=90°\times0.2585=23.3°$ at every frequency. The table shows larger lags. The main reason is that filled deep traps cannot capture. For $cn_0\ll\omega$ this lowers $K'$ by about $c\int gf_0\,dE$, which is $2\times10^{-8}\times1.26\times10^{15}=2.5\times10^7$ s⁻¹ here. At 1 kHz the unfilled tail would have $K'=5.7\times10^7$ s⁻¹, so nearly half is lost, whereas $K''$ changes by a few percent. Recombination adds $\beta p_0=1.3\times10^6$ s⁻¹ to the real part and lowers the lag, by about 1° at 1 kHz and 5° at 100 Hz. When $\beta$ is raised tenfold at fixed $n_0$, the lag drops to 27.7°, but the inferred density changes by only −1.9%, as (20) predicts.

### Contacts and real oxide films

If the cathode injects no modulated electrons, drift leaves a depleted layer beside it. Let $Y=G_1/n_1$ be the uniform-film value, $L$ the gap and $x$ now the distance from the cathode. With a fixed field and no diffusion, $Yn_1(x)+\mu F\,dn_1/dx=G_1$ and $n_1(0)=0$, so $n_1(x)=(G_1/Y)(1-e^{-Yx/\mu F})$. The current measures the average over the gap. With $r=\mu F/L$ and $|Y|\gg r$, that average is $(G_1/Y)(1-r/Y)$, and the apparent value of $Y$ is

$$\frac{Y}{1-r/Y}\approx Y+r+\frac{r^2}{Y}. \tag{22}$$

In this model the leading correction $r$ is real and cancels like a lifetime. Here $r=10^6$ s⁻¹, and the inferred density at 1 kHz changes by −0.06%. Neither assumption holds well in the example, however. The diffusion length $\sqrt{D/|Y|}$, with $D=\mu kT/q$, is 0.8 µm, comparable with the drift length $\mu F/|Y|=1.2$ µm. With diffusion the correction is complex, and the inferred density rises by 0.6% to 1.6%, depending on the boundary conditions. Space charge acts similarly. In a one-dimensional drift model with dielectric relaxation time $\tau_d$, Gauss's law replaces $r$ by $r\,i\omega\tau_d/(1+i\omega\tau_d)$. Its imaginary part vanishes for very fast and very slow relaxation and peaks at $r/2$ when $\omega\tau_d=1$, about 2% of the signal here. The bulk dielectric relaxation time, 55 µs for a relative permittivity of 10, is comparable with $1/\omega=159$ µs at 1 kHz and gives +1.3%. Charge that varies along a thin film relaxes more slowly, because much of its field lies outside the film, so the one-dimensional figure is only a guide. A blocking cathode should be expected to cause an error of order a percent in this example.

The parameters are rough values for a highly resistive, compensated amorphous In-Ga-Zn-O film. The free density is far below that of the conducting films used in transistors, and this is the assumption most easily broken. At 1 kHz, $cn_0$ reaches $\omega$ at $n_0=3\times10^{11}$ cm⁻³. At $10^{15}$ cm⁻³, $cn_0=2\times10^7$ s⁻¹, and even at 100 kHz the flat-density factor is about 0.02: for a flat density, equation (13) would report only about 2% of the true value. Equation (14) would report more, about 3% for $g=9\times10^{16}$ cm⁻³ eV⁻¹ and a larger share for fewer traps, but only because it counts the free-carrier term $\omega$ as traps. If the conduction-band tail nearest the edge is narrower than $kT$, its width can't be resolved, by the argument after (15); the example describes broader, deeper states.

The capture coefficient sets both axes. With $N_c$ fixed, assuming $c$ ten times too large lowers the inferred density tenfold and places it 60 meV too deep. For a trap that is positively charged when empty, the field lowers the barrier by about 5 meV at a relative permittivity of 10, and by somewhat more if the smaller high-frequency permittivity applies. A trap that is neutral when empty has no such Coulomb barrier. In a 50 nm film, traps in an energy interval of total width $kT$ around the 1 kHz level are some 170 nm apart laterally, so direct tunnelling between them is negligible if their states extend over about a nanometre. Shallower traps are more numerous. Take a hop rate $\nu_0e^{-2R/\xi}$ over a distance $R$, times a Boltzmann factor for upward hops, with $\nu_0=10^{12}$–$10^{13}$ s⁻¹. A trap at this level then has on average 0.05–0.1 empty neighbours reachable faster than $\omega$ for $\xi=1$ nm, but 0.4–0.8 for $\xi=2$ nm, where the model without hopping is no longer safe. The inverse cube root of the volume density of the traps within $kT$ is 112 nm; this exceeds the film thickness, so the lateral distance is the relevant one.

## Computed results

```
temperature 300 K, kT 0.02585 eV
capture coefficient 2.0e-08 cm3/s, Nc 5.0e+18 cm-3
attempt rate nu 1.00e+11 s-1
tail: edge density 2.0e+18 cm-3 eV-1, width 0.10 eV
mobility 10 cm2/Vs, film thickness 50 nm
electrode length 100 cm, gap 50 um
voltage 2.5 V, field 500 V/cm, area 5.0e-04 cm2
free density n0 1.0e+10 cm-3, c*n0 200 s-1
recombination coefficient 1.0e-09 cm3/s
stored holes p0 1.261e+15 cm-3, beta*p0 1.261e+06 s-1
generation G0 1.261e+16, G1 5.0e+14 cm-3 s-1
steady current 4.01 nA
f(Hz)  E_w(eV)  I1(pA)  phase(deg)  g_found  g_true(cm-3eV-1)  ratio
1e+02 0.4882 14.332 51.28 1.342e+16 1.516e+16 0.8854
1e+03 0.4287 4.942 35.97 2.931e+16 2.749e+16 1.0659
1e+04 0.3692 2.223 29.27 5.423e+16 4.986e+16 1.0878
1e+05 0.3096 1.107 26.44 9.917e+16 9.042e+16 1.0968
1 kHz: omega 6283.2 s-1
1 kHz: G1 sin(phi)/n1 2.3801e+07 s-1
1 kHz: G1 cos(phi)/n1 3.2798e+07 s-1
1 kHz: g found 2.931e-08 eV-1 A-3
1 kHz: n1/n0 1.23e-03
window area / kT 1.570796
window full width at half height 68.1 meV
tail smearing factor 1.0885
1e+02 Hz: flat-g bias factor 0.8038, hole storage -1.055 %, omega share 0.006 %
1e+03 Hz: flat-g bias factor 0.9797, hole storage -0.210 %, omega share 0.026 %
1e+04 Hz: flat-g bias factor 0.9980, hole storage -0.028 %, omega share 0.143 %
1e+05 Hz: flat-g bias factor 0.9998, hole storage -0.003 %, omega share 0.780 %
10x beta, 1 kHz: phase 27.69 deg, g change -1.90 %
traps x 1e-03, 100 kHz: found/true without -omega 9.65, with 1.0911
convergence shift of g at 1 kHz -0.0065 %
n0 at which c*n0 = omega at 1 kHz 3.14e+11 cm-3
contact sweep-out rate 1.00e+06 s-1, g error -0.063 %
dielectric relaxation time 55.3 us (eps_r 10), 1/omega at 1 kHz 159.2 us
Poole-Frenkel lowering, charged trap 5.37 meV
spacing of traps within kT at 1 kHz level 112 nm
band degeneracy n0/Nc 2.0e-09
energy shift per decade of nu 59.5 meV
```
